# Four-phonon rates from the quartic Hamiltonian: counting, occupation and limits, part 1

(Sections cited here and not found follow in the second part.)

## First half: counting and occupation for a few modes

Suppose the lifetime of a phonon is computed by letting the labels of its three partners each run over every mode, with no weight before the sum. Each event in which the phonon splits into three is then counted six times, and each event with two interchangeable partners twice. In the silicon-like crystal of the second half, one optical phonon at 300 K receives $1.33\times10^{-7}$ eV from splitting and $3.66\times10^{-6}$ eV from redistribution, as contributions to $\hbar/\tau$. The unweighted sum would give

$$6(1.33\times10^{-7})+2(3.66\times10^{-6})=8.1\times10^{-6}\ \text{eV}$$

instead of $3.8\times10^{-6}$ eV. Leaving out the reverse events does different damage: the splitting rate then grows as $T^3$ at high temperature, whereas the relaxation rate grows as $T^2$. Both the weights and the occupation factors can be settled with a handful of modes, before any crystal appears.

### The Hamiltonian and one matrix element

The algebra uses atomic units, so $\hbar=1$ and a frequency is an energy. Mode $i$ has frequency $\omega_i$, annihilation operator $a_i$, and dimensionless coordinate $A_i=a_i+a_i^\dagger$. The fourth-order Taylor term of the potential is

$$H_4=\frac1{24}\sum_{ijkl}\Psi_{ijkl}A_iA_jA_kA_l ,$$

where $\Psi$ is real and symmetric in its labels for the moment. The factor $1/24=1/4!$ belongs to the Taylor series, and the labels run independently.

Take four distinct modes 0, 1, 2, 3. They occur in the sum in $4!=24$ orders. The $A$'s commute and $\Psi$ is symmetric, so these terms are equal and add up to $\Psi_{0123}A_0A_1A_2A_3$. The $1/24$ has been used up.

Let mode 0 lose one quantum and the other three gain one each. From $a|n\rangle=\sqrt n\,|n-1\rangle$ and $a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$, the matrix element is

$$M=\Psi_{0123}\sqrt{n_0(n_1+1)(n_2+1)(n_3+1)} .$$

This is splitting. If mode 1 is also absorbed, $\sqrt{n_1+1}$ becomes $\sqrt{n_1}$, and the event $0+1\to2+3$ is redistribution. If modes 1 and 2 are both absorbed, $0+1+2\to3$ is recombination.

### From amplitude to rate

Let $\Delta$ be the final energy minus the initial energy. First-order perturbation theory gives the final-state amplitude

$$c(t)=-iM\int_0^t e^{i\Delta t'}dt',\qquad |c(t)|^2=|M|^2\,\frac{4\sin^2(\Delta t/2)}{\Delta^2}.$$

As a function of $\Delta$, the last fraction has width of order $1/t$ and area $2\pi t$. When many final states lie within that width, and the couplings and density vary little across it, the fraction acts as $2\pi t\,\delta(\Delta)$. The rate of one kind of event is therefore

$$W=2\pi|M|^2\delta(\Delta).$$

The time must be long compared with the inverse bandwidth of the final states, so that the peak is narrow. It must also be short enough for the initial state to be little depleted, and short compared with the inverse level spacing. For weak coupling to a dense spectrum, repeating the argument over successive intervals gives exponential decay.

At zero temperature only splitting survives. A set of three distinct final modes is one final state, whatever the order in which it is named. A sum over ordered labels meets it $3!$ times, so

$$\Gamma=\frac{2\pi}{6}\sum_{123}|\Psi_{0123}|^2\delta(\omega_0-\omega_1-\omega_2-\omega_3).$$

This still leaves the terms in which labels coincide.

### Identical final phonons

Let two created phonons be in the same mode: $0\to1+1+2$. The labels $(0,1,1,2)$ have $24/2!=12$ distinct orders, so the operator carries the factor $12/24=1/2$. The element of $A_1^2$ that adds two quanta is $\sqrt{(n_1+1)(n_1+2)}$. Hence

$$|M|^2=\tfrac14|\Psi_{0112}|^2\,n_0(n_1+1)(n_1+2)(n_2+1).$$

For three equal created phonons there are $24/3!=4$ orders, and the factor is $4/24=1/6$.

These expressions look unlike the terms of the ordered sum. The comparison requires the statistics of the occupation number. In thermal equilibrium $p_n=(1-r)r^n$ with $r=e^{-\omega/k_BT}$. Its mean is $\bar n=r/(1-r)$, so $1+\bar n=1/(1-r)$. For $p$ created quanta,

$$\langle(n+1)\cdots(n+p)\rangle=(1-r)\frac{d^p}{dr^p}\sum_{n\ge0}r^{n+p}.$$

The sum equals $1/(1-r)$ minus a polynomial of degree $p-1$, which the $p$ derivatives remove. Therefore

$$\langle(n+1)\cdots(n+p)\rangle=\frac{p!}{(1-r)^p}=p!\,(1+\bar n)^p .$$

For $p$ absorbed quanta,

$$\langle n(n-1)\cdots(n-p+1)\rangle=(1-r)\,r^p\frac{d^p}{dr^p}\frac1{1-r}=p!\,\bar n^{\,p}.$$

Each mode that occurs $p$ times thus contributes $(1/p!)^2$ from the orderings and $p!$ from the statistics, leaving $1/p!$ times a product of mean occupations. In the ordered sum with weight $1/6$, a final state with multiplicities $p$ occurs $3!/\prod p!$ times, so its total weight is also $1/\prod p!$. The two agree. The ordered sum needs no correction for coincident final labels when each mode has thermal statistics and different modes are uncorrelated.

The condition matters for an individual coincident term. If a mode holds one quantum for certain, $(n+1)(n+2)=6$, whereas the thermal expression with the same mean gives $2(1+1)^2=8$. In a vacuum both give 2.

The zero-temperature rate was tested against the exact evolution of one phonon of energy 1 coupled to all triples of 60 bath modes. The bath energies were spread between 0 and 1 with random offsets. For such a bath the number of ordered triples per unit energy, at total energy 1, is $60^3$ times the area of the triangle $x_1+x_2<1$, that is $60^3/2$. A constant $\Psi$ was chosen to make

$$\Gamma=2\pi\Psi^2\,\frac{60^3}{12}=0.03 .$$

The slope of the logarithm of the survival probability, taken between times 15 and 45, was 0.987 of this value. Omitting the $1/6$ would have missed by a factor of six.

### Reverse events and the relaxation rate

From here $n_i$ denotes a mean occupation. Since $H_4$ is Hermitian, the reverse event has the same $|\Psi|^2$ and the same energy condition. For splitting, the net number of events per unit time is proportional to

$$n_0(1+n_1)(1+n_2)(1+n_3)-(1+n_0)n_1n_2n_3 .$$

The three classes share the form $n_0F-(1+n_0)G$, with

- splitting: $F=(1+n_1)(1+n_2)(1+n_3)$, $G=n_1n_2n_3$;
- redistribution: $F=n_1(1+n_2)(1+n_3)$, $G=(1+n_1)n_2n_3$;
- recombination: $F=n_1n_2(1+n_3)$, $G=(1+n_1)(1+n_2)n_3$.

In equilibrium $(1+n_i)/n_i=e^{\omega_i/k_BT}$. Energy conservation then makes the forward and reverse terms equal, $n_0F=(1+n_0)G$.

Now change $n_0$ by $\delta n_0$ and hold the other modes in equilibrium. The net loss changes by $\delta n_0(F-G)$. Detailed balance gives $F=G+G/n_0$, so

$$F-G=\frac{G}{n_0}.$$

This is the occupation factor of the relaxation rate. The weights follow from the labels that can be exchanged: three created phonons give $1/6$; two created phonons in redistribution give $1/2$; two absorbed partners in recombination give $1/2$. For these few modes,

$$\frac1\tau=2\pi\sum_{123}|\Psi_{0123}|^2\Big\{\frac16\frac{n_1n_2n_3}{n_0}\delta_s+\frac12\frac{(1+n_1)n_2n_3}{n_0}\delta_r+\frac12\frac{(1+n_1)(1+n_2)n_3}{n_0}\delta_c\Big\},$$

where $\delta_s,\delta_r,\delta_c$ are delta functions of $\omega_0-\omega_1-\omega_2-\omega_3$, $\omega_0+\omega_1-\omega_2-\omega_3$ and $\omega_0+\omega_1+\omega_2-\omega_3$.

Assume that no other of these few modes has the frequency $\omega_0$, which excludes events such as $0+1\to1+2$. Two kinds of term then need care. The partner may be mode 0 itself, as in $0+0\to2+3$. The event then removes two quanta, while the squared element carries $(1/2)^2\cdot2=1/2$, so the net loss agrees with the ordered sum. Its derivative does not: $n_0^2(1+n_2)(1+n_3)-(1+n_0)^2n_2n_3$ has derivative

$$2\big[n_0(1+n_2)(1+n_3)-(1+n_0)n_2n_3\big],$$

twice the value for a fixed partner. For $0+0+0\to3$ the factor is three. The second kind has mode 0 on both sides, as in $0+1\to0+1$. Such an event leaves $n_0$ unchanged and must be left out. Both kinds become negligible in a large crystal, as shown below.

The occupation factors and weights were tested by explicit sums over occupation numbers. The eight quartic cases included two and three equal final phonons, two equal absorbed partners, and a partner equal to mode 0. Energies lay between 0.7 and $3.0\,k_BT$. Mode 0 was displaced slightly, and the change in its net loss was compared with the formula, including the factor of two just found. Together with three cubic cases, the worst relative difference was $1.6\times10^{-13}$.

### What the single rate leaves out

When all modes are displaced, write $\delta n_i=n_i(1+n_i)\phi_i$. Then $\delta\ln[n_i/(1+n_i)]=\phi_i$. For redistribution, the ratio of reverse to forward flux is $1-(\phi_0+\phi_1-\phi_2-\phi_3)$ to first order, and the net flux is

$$n_0n_1(1+n_2)(1+n_3)\,(\phi_0+\phi_1-\phi_2-\phi_3).$$

Setting all but $\phi_0$ to zero recovers the relaxation rate. In a heat current the other $\phi_i$ are not zero. A displacement with $\phi_i\propto\omega_i$ is a uniform change of temperature, and by energy conservation it does not relax at all. A thermal conductivity built from $\tau$ alone therefore makes a further approximation.

### Cold and hot limits

As $T\to0$ at fixed nonzero energies, $F-G\to1$ for splitting and $0$ for the other two classes, which need a phonon to absorb.

For the temperature dependence let $x_i=\omega_i/k_BT$. Since $dn/dx=-n(1+n)$,

$$\frac{d\ln n}{d\ln T}=x(1+n),\qquad \frac{d\ln(1+n)}{d\ln T}=xn .$$

Let $X$ be the sum of $x$ over the absorbed partners: zero, $x_1$ or $x_1+x_2$. Applying these derivatives to $G/n_0$ and using energy conservation gives the local power of temperature for one process,

$$p=x_1n_1+x_2n_2+x_3n_3-x_0n_0+X .$$

Now $xn=1-x/2+x^2/12+\dots$ for small $x$, and energy conservation gives $x_1+x_2+x_3-x_0=2X$. The linear terms cancel, leaving

$$p\simeq2+\frac{x_1^2+x_2^2+x_3^2-x_0^2}{12}.$$

The classical limit is $T^2$. In splitting $x_0=x_1+x_2+x_3$, so the correction is negative. In recombination $x_3>x_0$, so it is positive. In redistribution it can have either sign.

## Second half: the crystal and a silicon-like example

The first half established the following. $A=a+a^\dagger$ is the dimensionless coordinate of a mode, $n_i$ its mean occupation, and $\Psi$ the quartic coefficient in $H_4=\frac1{24}\sum\Psi AAAA$. A sum over ordered partner labels carries the weights $1/6$, $1/2$, $1/2$ for splitting, redistribution and recombination. The occupation factor is $F-G=G/n_0$, where $F$ and $G$ are the forward and reverse products of partner occupations. The other modes are held in equilibrium.

### Vertex and number of cells

In a crystal of $N$ cells, mode $\lambda$ has wavevector $\mathbf q$ and a branch index, and $-\lambda$ is its partner at $-\mathbf q$. The displacement of atom $\kappa$ in cell $l$ is

$$u_{l\kappa\alpha}=\sum_\lambda\frac{e_{\kappa\alpha}(\lambda)}{\sqrt{2Nm_\kappa\omega_\lambda}}\,e^{i\mathbf q\cdot\mathbf R_l}A_\lambda,\qquad A_\lambda=a_\lambda+a^\dagger_{-\lambda}.$$

These $A$'s still commute, because the two terms of $[A_\lambda,A_{-\lambda}]$ cancel. The orderings are therefore counted as before.

Insert four displacements into the quartic energy. They supply $(2N)^{-2}=1/(4N^2)$. By translational symmetry the sum over the position of the first cell gives $N$ if the wavevectors add to a reciprocal lattice vector, and zero otherwise. Hence

$$\Psi(0123)=\frac{V_4(0123)}{4N\sqrt{\omega_0\omega_1\omega_2\omega_3}}\,\Delta(\mathbf q_0+\mathbf q_1+\mathbf q_2+\mathbf q_3),$$

where $V_4$ is the fourth derivative of the energy per cell along the four mass-weighted mode patterns, and $\Delta$ is one or zero.

A phonon $\lambda$ is annihilated by $A_\lambda$ and created by $A_{-\lambda}$. Splitting therefore uses $\Psi(0,-1,-2,-3)$ and conserves crystal momentum in the form $\mathbf q_0=\mathbf q_1+\mathbf q_2+\mathbf q_3$, up to a reciprocal vector. An absorbed partner enters with the opposite sign.

The three classes can share one vertex. Choose $\mathbf k_1+\mathbf k_2+\mathbf k_3=\mathbf q_0$. Place a created phonon at $\mathbf k_j$ and an absorbed one at $-\mathbf k_j$. Since $\omega(-\mathbf k)=\omega(\mathbf k)$ and $e(-\mathbf k)=e^*(\mathbf k)$, each choice gives the same $|V_4|^2$. The classes then differ in their weights, occupations and energy conditions.

There are $N^2$ choices of $\mathbf k_1,\mathbf k_2$, and $|\Psi|^2\propto1/N^2$, so the sum becomes an average over the Brillouin zone:

$$\frac1\tau=\frac{\pi}{8}\Big\langle\sum_{s_1s_2s_3}\frac{|V_4|^2}{\omega_0\omega_1\omega_2\omega_3}\Big[\tfrac16(F-G)_s\delta_s+\tfrac12(F-G)_r\delta_r+\tfrac12(F-G)_c\delta_c\Big]\Big\rangle_{\mathbf k_1\mathbf k_2}.$$

Here $s_j$ are branches and $\pi/8=2\pi/16$. The rate has a finite limit as the crystal grows.

The exceptional terms can now be sized. Events such as $0+1\to0+1$ fix one more wavevector, leaving about $N$ terms of size $1/N^2$. Their energy mismatch is zero, so a delta function of width $w$ contributes a height of order $1/w$. Their sum is of order $1/(Nw)$. It vanishes if $N\to\infty$ before $w\to0$, and does not if the limits are reversed. The term with partner 0 also fixes one more wavevector, but its delta function is still averaged over the remaining one, so it is of order $1/N$. On a finite mesh the self-returning terms should be removed.

The quartic relaxation rate is now an average over the Brillouin zone, with its weights and occupation factors settled and a finite limit as the crystal grows. It remains to evaluate it for a silicon-like model, compare it with three-phonon scattering, and examine how two cubic events reach the same final states.
